\section*{The pitch at which coma leaves a three-beam grating image undisplaced}

\section{Problem}

A mask with equal lines and spaces is lit on axis by coherent light of vacuum wavelength $\lambda$. A projection lens of numerical aperture $\mathrm{NA}$ images it with pitch $p$, measured at the wafer. The pupil has radius 1 in the normalized coordinate $\rho$ and carries the fringe-Zernike coma
\begin{equation}
W(\rho,\theta)=Z_7\,(3\rho^3-2\rho)\cos\theta ,
\label{coma}
\end{equation}
where $W$ and $Z_7$ are in waves and $\theta$ is measured from the $x$ axis, the direction in which the grating repeats. There is no other aberration. The lens passes the diffraction orders $0$ and $\pm1$ and no others that carry light. At which pitch is the image not displaced, and does the displacement change sign there?

\textbf{Conventions.} Write $L=\lambda/\mathrm{NA}$. Order $n$ makes an angle $\theta_n$ with the axis in the medium of refractive index $n_w$ above the wafer, with $n_w\sin\theta_n=n\lambda/p$. Its pupil coordinate is this quantity divided by $\mathrm{NA}$, so the first orders lie at $\pm s$ with
\begin{equation}
s=\frac{L}{p}.
\end{equation}
Order $n$ contributes a field proportional to $e^{2\pi i n x/p}$, and the pupil multiplies it by $e^{2\pi i W}$. The opposite sign in the pupil factor would reverse every displacement below, but would not move a zero.

The first orders pass if $s\le1$. Equal lines and spaces have no second order, so the next order with light is the third, which is blocked if $3s>1$. The problem therefore concerns $L\le p<3L$. For unequal lines and spaces the second order must be blocked as well, and the range shrinks to $L\le p<2L$.

\section{A tempting solution}

A wavefront tilt displaces an image. To find by how much, take $W=t\rho\cos\theta$. The first orders then acquire the phases $\pm2\pi ts$, and
\begin{equation}
\pm\left(\frac{2\pi x}{p}+2\pi ts\right)=\pm\frac{2\pi}{p}\,(x+tL),
\end{equation}
because $sp=L$. The pattern moves by $-tL$, that is, by $-L$ times the slope of the wavefront.

Coma has a slope that varies over the pupil. The first order passes at $\rho=s$, so one takes the slope there:
\begin{equation}
\Delta x_{\rm slope}=-L\,\frac{dW}{d\rho}\bigg|_{s}=-Z_7L\,(9s^2-2).
\label{wrong}
\end{equation}
The slope of an odd function is even, so the order at $-s$ gives the same displacement, and the two first orders seem to agree. Setting (\ref{wrong}) to zero gives $s=\sqrt2/3$, hence
\begin{equation}
p=\frac{3}{\sqrt2}\,L\approx2.12\,L .
\end{equation}
This lies inside the permitted range, and (\ref{wrong}) changes sign there. The answer is nevertheless wrong.

\section{Where the fault lies}

The rule was derived for a tilt, where the phase at $s$ equals the slope times $s$. For coma these differ. An infinite grating sends light through isolated points of the pupil, and its fringes depend on the phases at those points. The slope between the points does not enter.

The slope does describe something else. Let the grating have a wide but finite envelope, so that the first order fills a narrow range of pupil coordinates $s+\nu$ with amplitude $g(\nu)$. Expanding $W(s+\nu)\approx W(s)+\nu W'(s)$ gives the field
\begin{align}
&\int g(\nu)\,e^{2\pi i(s+\nu)x/L}\,e^{2\pi iW(s+\nu)}\,d\nu\nonumber\\
&\quad\approx e^{2\pi i[sx/L+W(s)]}\int g(\nu)\,e^{2\pi i\nu[x+LW'(s)]/L}\,d\nu .
\end{align}
The integral is the envelope of the beam, displaced by $-LW'(s)$. The factor in front carries the fringes, displaced by $-LW(s)/s$. Equation (\ref{wrong}) thus gives the displacement of the patch of light in the first order, while the question concerns the lines inside it. The first is set by the tangent to $W$ at $s$, the second by the chord from the origin to the point $(s,W(s))$. For a tilt, chord and tangent coincide, which is why the tilt did not expose the error.

\section{Solution}

At the order $+1$ we have $\rho=s$ and $\theta=0$. At the order $-1$ we have $\rho=s$ and $\theta=\pi$, so the cosine changes sign. At the centre $W=0$. The phases of the three orders are therefore $0$ and $\pm\phi$, with
\begin{equation}
\phi=2\pi Z_7(3s^3-2s).
\end{equation}
Put $x=0$ at the centre of a clear space. The mask is then symmetric, and its orders have real amplitudes $a_0=1/2$ and $a_1=a_{-1}=1/\pi$. The field at the wafer, for light polarized along the lines, is
\begin{align}
E(x)&=a_0+a_1e^{i(2\pi x/p+\phi)}+a_1e^{-i(2\pi x/p+\phi)}\nonumber\\
&=a_0+2a_1\cos\!\left(\frac{2\pi x}{p}+\phi\right).
\label{field}
\end{align}
Without coma the same expression holds with $\phi=0$. Since
\begin{equation}
\frac{2\pi x}{p}+\phi=\frac{2\pi}{p}\left(x+\frac{p\phi}{2\pi}\right),
\end{equation}
coma replaces $x$ by $x-\Delta x$, where
\begin{align}
\Delta x&=-\frac{p\phi}{2\pi}=-pZ_7(3s^3-2s)\nonumber\\
&=-ps\,Z_7(3s^2-2)=-Z_7L\left(\frac{3L^2}{p^2}-2\right).
\label{shift}
\end{align}
The last step uses $ps=L$. No expansion in $Z_7$ was made: within this model the image moves rigidly, without change of shape, for coma of any size. A periodic image fixes its displacement only up to a multiple of $p$, and (\ref{shift}) is the branch that goes to zero with $Z_7$.

The bracket in (\ref{shift}) vanishes for $s^2=2/3$, which has one positive root. The pitch of zero displacement is
\begin{equation}
p_0=\sqrt{\frac32}\,L\approx1.225\,\frac{\lambda}{\mathrm{NA}} .
\label{null}
\end{equation}
To see whether the sign changes, differentiate (\ref{shift}) and insert $L/p_0=\sqrt{2/3}$:
\begin{equation}
\frac{d\Delta x}{dp}=\frac{6Z_7L^3}{p^3},\qquad
\frac{d\Delta x}{dp}\bigg|_{p_0}=6Z_7\left(\frac23\right)^{3/2}.
\label{slope}
\end{equation}
For $Z_7>0$ the derivative is positive at every pitch. The displacement is negative below $p_0$ and positive above it. For $Z_7<0$ both signs are exchanged.

At the ends of the range, $\Delta x=-Z_7L$ at $p=L$, and $\Delta x$ approaches $+\tfrac53Z_7L$ as $p$ approaches $3L$. At the pitch of the tempting solution $s^2=2/9$, and (\ref{shift}) gives $\Delta x=+\tfrac43Z_7L$. There the phase $\phi$ is stationary as a function of $s$, but it is not zero.

\section{Defocus and polarization}

Defocus adds a phase that depends on $\rho$ alone, so both first orders receive the same phase $\delta$ relative to the zero order. With $u=2\pi x/p+\phi$ the intensity is
\begin{align}
I&=\left|a_0+2a_1e^{i\delta}\cos u\right|^2\nonumber\\
&=a_0^2+4a_1^2\cos^2u+4a_0a_1\cos\delta\,\cos u .
\end{align}
This is the defocused image without coma, moved by the same $\Delta x$. Defocus alters the contrast, and for $\cos\delta<0$ it turns the main maximum at $u=0$ into a lower one, but the centre of symmetry stays in place.

If the light is polarized across the lines, the first orders have a field component $\cos\theta_1$ along $x$ and components of opposite sign, $\mp\sin\theta_1$, along the axis. Then
\begin{equation}
I=\left|a_0+2a_1e^{i\delta}\cos\theta_1\cos u\right|^2+4a_1^2\sin^2\theta_1\sin^2u ,
\end{equation}
which is again even in $u$. The null pitch is the same for both polarizations.

\section{Numbers for an immersion scanner}

Take $\lambda=193$ nm, $\mathrm{NA}=1.35$, $n_w=1.44$ and $Z_7=0.005$ waves. Then
\begin{align}
L&=\frac{193}{1.35}=142.96\ \text{nm},\\
p_0&=1.2247\times142.96=175.1\ \text{nm},\\
Z_7L&=0.005\times142.96=0.715\ \text{nm}.
\end{align}
At $p=0.98\,p_0$ we have $3L^2/p^2=2/0.98^2=2.0825$, and at $p=1.02\,p_0$ it is $2/1.02^2=1.9223$. Hence
\begin{align}
\Delta x(0.98\,p_0)&=-0.715\times0.0825=-0.059\ \text{nm},\\
\Delta x(1.02\,p_0)&=+0.715\times0.0777=+0.056\ \text{nm}.
\end{align}
The sign reverses. The slope (\ref{slope}) is $0.0163$ nm of displacement per nm of pitch. Farther from the null the displacement reaches $-0.52$ nm at $p=150$ nm and $+0.52$ nm at $p=220$ nm. Two gratings of these pitches, printed together, would thus be misplaced relative to each other by about 1.0 nm. At the pitch of the tempting solution, 303 nm, the displacement is $\tfrac43\times0.715=0.95$ nm instead of zero.

\section{What the null means}

The null is a balance between the cubic part of (\ref{coma}) and the tilt $-2\rho\cos\theta$ contained in the same polynomial. If the wavefront has an additional tilt $Z_2\rho\cos\theta$, the phase at the first order becomes $2\pi s[Z_7(3s^2-2)+Z_2]$, and the null moves to
\begin{equation}
s^2=\frac13\left(2-\frac{Z_2}{Z_7}\right).
\end{equation}
With $Z_2=0.001$ waves this gives $s^2=0.6$ and a null pitch of 184.6 nm. The tilt moves gratings of all pitches by the same $-Z_2L=-0.14$ nm, so it leaves their relative displacements unchanged. The value (\ref{null}) therefore presupposes that positions are measured from the point where the image would lie with $Z_2=0$ and no coma.

\section{A source of finite size}

Let the source be a uniform disc of radius $\sigma$ in pupil units. A source point $(f_x,f_y)$ moves the three orders to $(f_x,f_y)$ and $(f_x\pm s,f_y)$. Call the aberrations there $W_0$ and $W_\pm$. In focus, the part of the intensity that varies as $e^{2\pi ix/p}$ has the coefficient
\begin{equation}
c_1=a_0a_1\left\langle e^{2\pi i(W_+-W_0)}+e^{2\pi i(W_0-W_-)}\right\rangle ,
\end{equation}
where the brackets denote the average over the source. This treatment is scalar: the amplitude of a transmitted order is taken to be the same at every point of the pupil, and the vector character of the field is ignored. At $\mathrm{NA}=1.35$ that is only a rough approximation, and the size of the error is given below. To first order in $Z_7$, $W_0$ cancels and the phase of $c_1$ is $\pi\langle W_+-W_-\rangle$. In Cartesian pupil coordinates $W=Z_7[3(\rho_x^2+\rho_y^2)\rho_x-2\rho_x]$. With $(f_x+s)^3-(f_x-s)^3=6f_x^2s+2s^3$,
\begin{equation}
\tfrac12(W_+-W_-)=Z_7\left[3s^3-2s+3s(3f_x^2+f_y^2)\right].
\end{equation}
For a disc $\langle f_x^2\rangle=\langle f_y^2\rangle=\sigma^2/4$, so the last term averages to $3s\sigma^2$. Multiplying the phase of $c_1$ by $-p/2\pi$ gives
\begin{equation}
\Delta x=-Z_7L\,(3s^2-2+3\sigma^2),\qquad
s^2=\frac23-\sigma^2\ \text{at the null}.
\label{source}
\end{equation}
This requires $s+\sigma\le1$, so that the pupil edge cuts off no part of a first order. For $\sigma=0.10$ the null moves from 175.1 to 176.4 nm. If the vector field and the amplitude factor $[(1-\mathrm{NA}^2\rho^2/16)/(1-\mathrm{NA}^2\rho^2/n_w^2)]^{1/4}$ of a fourfold-reducing lens are included, it lies at 177.1 nm for polarization along the lines and at 176.6 nm for polarization across them.

For $\sigma=0.25$ the condition fails near the null. Equation (\ref{source}) would give 183.9 nm, whereas a numerical sum over 5760 source points, with the pupil edge included, puts the null of this intensity component at about 178 nm. The same sum gives $-0.11$ nm at $p=150$ nm, compared with $-0.52$ nm for the point source. The reversal survives, but below the null it is much weaker. With the vector field and the amplitude factor included, this null moves to about 188 nm for polarization along the lines and 181 nm across them. In scans of $\sigma$ from 0.10 to 0.30 in steps of 0.01, with pitches between $L$ and $2L$, a reversal was found at each value. It does not persist much further: in the scalar model the null has fallen to 156 nm at $\sigma=0.30$ and to 146 nm at $\sigma=0.32$, and at $\sigma=0.35$, 0.40 and 0.50 there is none in this range of pitch.

The indifference to defocus does not carry over to a finite source. For $\sigma=0.10$ and $p=p_0$ the sum gives, for the same intensity component, $-0.021$ nm in focus and $+0.001$ nm at 40 nm defocus. With the vector field and the amplitude factor these become $-0.033$ and $-0.010$ nm for polarization along the lines, so the displacement still depends on focus but does not change sign. Out of focus, or when the pupil edge cuts into a first order, the line edges need not move by the same amount as this component. For $\sigma=0.25$ in focus, in the scalar model, the midpoint of the edges has its null at 181, 178 and 150 nm for bright lines of width $0.35p$, $0.5p$ and $0.65p$.

\section{How far a real scanner departs from the model}

The wavelength, aperture and index are rough values for ArF water-immersion scanners. The coma is a value chosen for illustration, not a measured one. A point source on the axis is an idealization. The preceding section sizes its effect only for small discs centred on the axis. Scanners often use wider, annular or dipole sources, for which the null can lie at a quite different pitch or be absent, so (\ref{null}) should not be applied to them. Two further departures are estimated here; others, such as the thickness of the mask pattern and the response of the resist, are left out.

The first is higher-order coma, $Z_{14}(10\rho^5-12\rho^3+3\rho)\cos\theta$. By the chord rule it displaces the image by $-Z_{14}L(10s^4-12s^2+3)$. At $s^2=2/3$ the bracket is $40/9-8+3=-5/9$, so $Z_{14}=0.001$ waves gives $+0.079$ nm. With $Z_7=0.005$ waves the total displacement vanishes where $5(3s^2-2)+(10s^4-12s^2+3)=0$, that is, $10s^4+3s^2-7=0$. The positive root is $s^2=0.7$, so the null pitch falls from 175.1 to 170.9 nm.

The second is a source whose centre is off the axis by a small amount $f$ in pupil units. At a defocus $z$ the pupil phase in waves is $D(\rho)=(z/\lambda)\sqrt{n_w^2-\mathrm{NA}^2\rho^2}$, and the two first orders no longer receive equal phases. Half their difference is $\tfrac12[D(s+f)-D(s-f)]\approx fD'(s)$, and the displacement is
\begin{equation}
\Delta x\approx-\frac{L}{s}\,fD'(s)=\frac{z\,\mathrm{NA}\,f}{\sqrt{n_w^2-\mathrm{NA}^2s^2}} .
\end{equation}
For $f=0.01$, $z=40$ nm and $p=p_0$ the root is $0.927$, and $\Delta x=0.58$ nm. This is ten times the displacement that coma causes 2\% away from the null. With such an offset, the defocus would have to stay below about 4 nm for this error to be no larger than that coma signal.

All numerical values are calculated from the stated model.
